# Leakage feedback and the steady temperature of a chip: verification in Python

```python
"""
Result under test: a chip heated only by leakage P0*exp(rise/T1) and cooled
through a thermal resistance R has a steady temperature if and only if
R*P0 <= T1/e.
Symbols: rise = chip minus ambient temperature (K); P0 = leakage power with the
chip at ambient temperature (W); T1 = e-folding temperature of leakage (K);
R = thermal resistance (K/W); C = heat capacity (J/K).
Example: static burn-in of a silicon logic processor, rough typical parameters.
"""
import numpy as np
from scipy.constants import k as boltzmann, e as charge
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq, minimize_scalar

# Inputs of the example
ambient = 360.0            # K
P0 = 40.0                  # W
R = 0.20                   # K/W
R_poor = 0.30              # K/W, poor thermal contact
C = 100.0                  # J/K
vth_ambient = 0.25         # V, threshold at ambient and operating drain bias
vth_slope = 0.7e-3         # V/K, fall of threshold with temperature
ideality = 1.4             # subthreshold slope factor n
hot_rise = 90.0            # K, rise used to time the runaway
tunnel_power = 4.0         # W, extra leakage independent of temperature
R_silicon = 0.03           # K/W, silicon part of R at ambient
conductivity_power = 1.3   # silicon thermal conductivity ~ T**(-1.3)
lateral_spread = 5.0       # K, die temperature uniform within +- this value


def threshold(T):
    return vth_ambient - vth_slope * (T - ambient)


def weak_inversion(T):
    """Off current, arbitrary scale: mobility ~ T**-1.5 times (kT/q)**2."""
    vt = boltzmann * T / charge
    return np.sqrt(T) * np.exp(-threshold(T) / (ideality * vt))


def moderate_inversion(T):
    """Off current from the interpolation joining weak and strong inversion."""
    vt = boltzmann * T / charge
    return np.sqrt(T) * np.log1p(np.exp(-threshold(T) / (2 * ideality * vt)))**2


# Leakage e-folding temperature: derived formula against numerical slope
v00 = vth_ambient + vth_slope * ambient
T1 = 1 / (0.5 / ambient + charge * v00 / (ideality * boltzmann * ambient**2))
h = 0.01
log_slope = (np.log(weak_inversion(ambient + h))
             - np.log(weak_inversion(ambient - h))) / (2 * h)
assert abs(T1 * log_slope - 1) < 1e-6


def net_heating(rise, r, p0=P0, t1=T1, ambient_shift=0.0):
    return p0 * np.exp(rise / t1) - (rise - ambient_shift) / r


def least_net_heating(r, p0=P0, t1=T1, ambient_shift=0.0):
    found = minimize_scalar(net_heating, bounds=(0.0, 10 * t1), method="bounded",
                            args=(r, p0, t1, ambient_shift),
                            options={"xatol": 1e-9})
    return found.x, found.fun


# Existence limit located numerically for several parameter sets
for p0_test, t1_test in ((P0, T1), (3.0, 12.0), (150.0, 45.0)):
    scale = t1_test / p0_test
    r_limit = brentq(lambda r: least_net_heating(r, p0_test, t1_test)[1],
                     0.05 * scale, 0.95 * scale, xtol=1e-13)
    assert abs(r_limit * p0_test / (t1_test / np.e) - 1) < 1e-6
    if p0_test == P0:
        R_limit_numeric = r_limit
limit_product = T1 / np.e
P0_limit = limit_product / R

# Minimum of net heating on both sides of the limit
minimum_net = {}
for r in (R, R_poor):
    minimum_net[r] = least_net_heating(r)[1]
    predicted = T1 / r * (1 + np.log(r * P0 / T1))
    assert abs(minimum_net[r] - predicted) < 1e-6
assert minimum_net[R] < 0 < minimum_net[R_poor]

# The two steady states and their loop gains
middle = least_net_heating(R)[0]
cool = brentq(net_heating, 0.0, middle, args=(R,), xtol=1e-12)
hot = brentq(net_heating, middle, 10 * T1, args=(R,), xtol=1e-12)
gains = []
for state in (cool, hot):
    slope = P0 * (np.exp((state + h) / T1) - np.exp((state - h) / T1)) / (2 * h)
    gains.append(R * slope)
    assert abs(gains[-1] - state / T1) < 1e-5
assert gains[0] < 1 < gains[1]

# Iteration from zero rises to the cooler state
iterates = [0.0]
for _ in range(60):
    iterates.append(R * P0 * np.exp(iterates[-1] / T1))
assert all(b > a for a, b in zip(iterates[:12], iterates[1:13]))
assert max(iterates[:12]) < cool
assert abs(iterates[-1] - cool) < 1e-8


# Time evolution
def evolve(start, r):
    def rate(t, y):
        return [(P0 * np.exp(min(y[0] / T1, 60.0)) - y[0] / r) / C]

    def runaway(t, y):
        return y[0] - 12 * T1
    runaway.terminal = True

    def passes_hot(t, y):
        return y[0] - hot_rise
    return solve_ivp(rate, (0, 60 * r * C), [start], events=(runaway, passes_hot),
                     rtol=1e-9, atol=1e-9)


for start in (0.0, hot - 0.5):
    path = evolve(start, R)
    assert path.status == 0 and abs(path.y[0, -1] - cool) < 1e-4
assert evolve(hot + 0.5, R).status == 1

a_poor = R_poor * P0 / T1
runaway_time = R_poor * C * quad(
    lambda u: 1 / (a_poor + (u * np.log(u) if u > 0 else 0.0)), 0, 1,
    points=[1 / np.e], epsabs=1e-10, epsrel=1e-10)[0]
hot_time = quad(lambda y: C / net_heating(y, R_poor), 0, hot_rise,
                points=[T1], epsabs=1e-9)[0]
path = evolve(0.0, R_poor)
assert path.status == 1
# the path stops at 12 T1, about 1e-6 of the total time before divergence
assert abs(path.t_events[0][0] / runaway_time - 1) < 2e-5
assert abs(path.t_events[1][0] / hot_time - 1) < 1e-5

# Headroom in ambient temperature
headroom = T1 * np.log(T1 / (np.e * R * P0))
headroom_numeric = brentq(
    lambda d: least_net_heating(R, ambient_shift=d)[1], 0.0, 40.0)
assert abs(headroom - headroom_numeric) < 1e-5


# Critical ambient leakage power when neglected effects are restored
def exponential(rise):
    return np.exp(rise / T1)


def weak_shape(rise):
    return weak_inversion(ambient + rise) / weak_inversion(ambient)


def moderate_shape(rise):
    return moderate_inversion(ambient + rise) / moderate_inversion(ambient)


def fixed_resistance(rise):
    return R


def silicon_resistance(rise):
    return R - R_silicon + R_silicon * (1 + rise / ambient)**conductivity_power


def critical_power(shape=exponential, resistance=fixed_resistance, constant=0.0):
    found = minimize_scalar(
        lambda y: -(y / resistance(y) - constant) / shape(y),
        bounds=(0.0, 200.0), method="bounded", options={"xatol": 1e-9})
    assert 1.0 < found.x < 199.0
    return -found.fun, found.x


offsets = np.linspace(-lateral_spread, lateral_spread, 2001)
spread_factor = np.trapezoid(np.exp(offsets / T1), offsets) / (2 * lateral_spread) \
    if hasattr(np, "trapezoid") else \
    np.trapz(np.exp(offsets / T1), offsets) / (2 * lateral_spread)

assert abs(critical_power()[0] / P0_limit - 1) < 1e-8
with_curvature, curvature_rise = critical_power(weak_shape)
with_moderate = critical_power(moderate_shape)[0]
with_tunnel = critical_power(constant=tunnel_power)[0]
with_silicon = critical_power(resistance=silicon_resistance)[0]
with_spread = critical_power(lambda y: exponential(y) * spread_factor)[0]
with_all = critical_power(lambda y: moderate_shape(y) * spread_factor,
                          silicon_resistance, tunnel_power)[0]
for constant in (tunnel_power, 30.0):
    formula = limit_product / R * np.exp(-R * constant / T1)
    assert abs(critical_power(constant=constant)[0] / formula - 1) < 1e-8
rises = np.linspace(1.0, 200.0, 400)
assert np.all(weak_shape(rises) < exponential(rises))
assert with_curvature > P0_limit


def show(label, value, unit, digits):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


def show_effect(label, value):
    change = 100 * (value / P0_limit - 1)
    print(f"critical P0, {label}: {value:.2f} W ({change:+.1f} %)")


show("ambient temperature", ambient, "K", 0)
show("leakage power at ambient P0", P0, "W", 0)
show("thermal resistance R", R, "K/W", 2)
show("heat capacity C", C, "J/K", 0)
show("threshold voltage at ambient", vth_ambient, "V", 2)
show("fall of threshold with temperature", 1e3 * vth_slope, "mV/K", 1)
show("slope factor n", ideality, "", 1)
show("thermal voltage at ambient", 1e3 * boltzmann * ambient / charge, "mV", 2)
show("threshold extrapolated to 0 K, V00", v00, "V", 3)
show("leakage e-folding temperature T1", T1, "K", 2)
show("limit T1/e", limit_product, "K", 2)
show("product R*P0", R * P0, "K", 2)
show("a = R*P0/T1", R * P0 / T1, "", 4)
show("1/e", 1 / np.e, "", 4)
show("largest R, from T1/(e*P0)", limit_product / P0, "K/W", 4)
show("largest R, numerical search", R_limit_numeric, "K/W", 4)
show("largest P0 at the given R", P0_limit, "W", 2)
show("minimum net heating at the given R", minimum_net[R], "W", 2)
for number in range(1, 6):
    show(f"iterate {number} of the rise", iterates[number], "K", 2)
show("cool steady rise", cool, "K", 2)
show("cool steady temperature", ambient + cool, "K", 2)
show("leakage power in cool state", P0 * np.exp(cool / T1), "W", 2)
show("loop gain in cool state", gains[0], "", 3)
show("hot steady rise", hot, "K", 2)
show("hot steady temperature", ambient + hot, "K", 2)
show("leakage power in hot state", P0 * np.exp(hot / T1), "W", 2)
show("loop gain in hot state", gains[1], "", 3)
show("threshold voltage in hot state", threshold(ambient + hot), "V", 3)
show("headroom in ambient temperature", headroom, "K", 2)
show("constant power that uses up the headroom", headroom / R, "W", 1)
show("poor contact: R", R_poor, "K/W", 2)
show("poor contact: R*P0", R_poor * P0, "K", 2)
show("poor contact: a", a_poor, "", 4)
show("poor contact: minimum net heating", minimum_net[R_poor], "W", 2)
show("poor contact: time constant R*C", R_poor * C, "s", 0)
show(f"poor contact: time to a rise of {hot_rise:.0f} K", hot_time, "s", 1)
show("poor contact: time to divergence in the model", runaway_time, "s", 1)
show("assumed constant tunnelling power", tunnel_power, "W", 0)
show("assumed silicon part of R at ambient", R_silicon, "K/W", 2)
show("assumed silicon conductivity exponent", -conductivity_power, "", 1)
show("assumed lateral spread, plus or minus", lateral_spread, "K", 0)
show_effect("curved subthreshold law", with_curvature)
show("rise at the limit, curved law", curvature_rise, "K", 1)
show_effect("curved law and moderate inversion", with_moderate)
show_effect("constant tunnelling power", with_tunnel)
show_effect("silicon conductivity", with_silicon)
show_effect("lateral spread", with_spread)
show_effect("all these effects", with_all)
print("finished without a failed check")
```

Printed output:

```
ambient temperature: 360 K
leakage power at ambient P0: 40 W
thermal resistance R: 0.20 K/W
heat capacity C: 100 J/K
threshold voltage at ambient: 0.25 V
fall of threshold with temperature: 0.7 mV/K
slope factor n: 1.4
thermal voltage at ambient: 31.02 mV
threshold extrapolated to 0 K, V00: 0.502 V
leakage e-folding temperature T1: 29.85 K
limit T1/e: 10.98 K
product R*P0: 8.00 K
a = R*P0/T1: 0.2680
1/e: 0.3679
largest R, from T1/(e*P0): 0.2746 K/W
largest R, numerical search: 0.2746 K/W
largest P0 at the given R: 54.91 W
minimum net heating at the given R: -47.30 W
iterate 1 of the rise: 8.00 K
iterate 2 of the rise: 10.46 K
iterate 3 of the rise: 11.36 K
iterate 4 of the rise: 11.70 K
iterate 5 of the rise: 11.84 K
cool steady rise: 11.93 K
cool steady temperature: 371.93 K
leakage power in cool state: 59.65 W
loop gain in cool state: 0.400
hot steady rise: 60.31 K
hot steady temperature: 420.31 K
leakage power in hot state: 301.53 W
loop gain in hot state: 2.020
threshold voltage in hot state: 0.208 V
headroom in ambient temperature: 9.46 K
constant power that uses up the headroom: 47.3 W
poor contact: R: 0.30 K/W
poor contact: R*P0: 12.00 K
poor contact: a: 0.4019
poor contact: minimum net heating: 8.81 W
poor contact: time constant R*C: 30 s
poor contact: time to a rise of 90 K: 345.4 s
poor contact: time to divergence in the model: 350.1 s
assumed constant tunnelling power: 4 W
assumed silicon part of R at ambient: 0.03 K/W
assumed silicon conductivity exponent: -1.3
assumed lateral spread, plus or minus: 5 K
critical P0, curved subthreshold law: 60.01 W (+9.3 %)
rise at the limit, curved law: 36.0 K
critical P0, curved law and moderate inversion: 62.32 W (+13.5 %)
critical P0, constant tunnelling power: 53.46 W (-2.6 %)
critical P0, silicon conductivity: 54.04 W (-1.6 %)
critical P0, lateral spread: 54.66 W (-0.5 %)
critical P0, all these effects: 59.45 W (+8.3 %)
finished without a failed check
```
